# Natural Length of a Fully Depleted Single-Gate Film on Thick Buried Oxide

## The result and its assumptions

In a fully depleted semiconductor film of thickness $t_s$ and permittivity $\varepsilon_s$, under a gate oxide of thickness $t_o$ and permittivity $\varepsilon_o$, the surface potential $\phi_s(x)$ obeys

$$\frac{d^2\phi_s}{dx^2}-\frac{\phi_s-V}{\lambda^2}=\frac{qN}{\varepsilon_s},\qquad \lambda=\sqrt{\frac{\varepsilon_s}{\varepsilon_o}\,t_s t_o}. \tag{1}$$

The length $\lambda$ is the natural length: according to (1), disturbances made by source and drain die out along the channel as $e^{-x/\lambda}$. Four assumptions lead to (1):

- The potential is parabolic in depth.
- The gate oxide acts as a local parallel-plate capacitor.
- The vertical field vanishes at the back of the film.
- Poisson's equation is imposed at the top surface.

The last assumption matters. The parabola alone does not fix the length, and imposing Poisson's equation elsewhere adds a term in $t_s^2$.

The film is p-type with uniform acceptor density $N$. The coordinate $x$ runs from source ($x=0$) to drain ($x=L$), and $y$ runs downward from the top surface. The potential $\phi$ is zero in neutral p-type material, $q>0$ is the elementary charge, and $V=V_G-V_{FB}$ is the gate voltage less the flat-band voltage. The device is below threshold, so electrons are neglected, including those close to the contacts.

## From the parabola to the natural length

With holes absent, the charge density is $-qN$ and Poisson's equation reads

$$\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial y^2}=\frac{qN}{\varepsilon_s}. \tag{2}$$

The vertical profile is taken as

$$\phi(x,y)=\phi_s(x)+c_1(x)\,y+c_2(x)\,y^2. \tag{3}$$

**Top surface.** Across the gate oxide the potential goes from $V$ at $y=-t_o$ to $\phi_s$ at $y=0$, so its slope is $(\phi_s-V)/t_o$. Continuity of the normal displacement, with interface charge absorbed in $V_{FB}$, gives $\varepsilon_s c_1=\varepsilon_o(\phi_s-V)/t_o$, or

$$c_1=g(\phi_s-V),\qquad g=\frac{\varepsilon_o}{\varepsilon_s t_o}. \tag{4}$$

**Back surface.** Zero vertical field at $y=t_s$ means $c_1+2c_2t_s=0$, hence

$$2c_2=-\frac{c_1}{t_s}=-\frac{g}{t_s}(\phi_s-V). \tag{5}$$

**Poisson's equation.** Inserting (3) in (2) gives

$$\phi_s''+c_1''\,y+c_2''\,y^2+2c_2=\frac{qN}{\varepsilon_s}. \tag{6}$$

At $y=0$ the second and third terms vanish. Using (5),

$$\phi_s''-\frac{g}{t_s}(\phi_s-V)=\frac{qN}{\varepsilon_s}. \tag{7}$$

This is (1), with $\lambda^2=t_s/g=(\varepsilon_s/\varepsilon_o)t_st_o$.

The two thicknesses enter for different reasons. A thin gate oxide couples the gate strongly to the film. A thin film offers little cross-section for flux entering from source and drain. Either change shortens $\lambda$.

Equation (6) also shows where the parabola fails. By (4) and (5), the terms dropped at $y=0$ are

$$c_1''y+c_2''y^2=g\,\phi_s''\left(y-\frac{y^2}{2t_s}\right). \tag{8}$$

The bracket is positive for $0<y\le t_s$. Once (7) holds, Poisson's equation is therefore violated below the surface wherever $\phi_s''\neq0$.

## How thick the buried oxide must be

Let the buried oxide, of thickness $t_b$ and permittivity $\varepsilon_o$, be a local capacitor too, with substrate voltage less its flat-band value $V_b$. With $h=\varepsilon_o/(\varepsilon_s t_b)$, displacement continuity at $y=t_s$ is

$$c_1+2c_2t_s=-h\left(\phi_s+c_1t_s+c_2t_s^2-V_b\right). \tag{9}$$

Collecting the terms in $c_2$ on the left gives

$$2c_2t_s\left(1+\tfrac12ht_s\right)=-c_1(1+ht_s)-h(\phi_s-V_b).$$

After inserting (4), the coefficient of $\phi_s$ in $-2c_2$ is

$$\frac1{\lambda_b^2}=\frac{g+h+ght_s}{t_s\left(1+\tfrac12ht_s\right)}. \tag{10}$$

This returns $g/t_s$ when $h\ll g$ and $ht_s\ll1$, that is, when $t_b\gg t_o$ and $t_b\gg(\varepsilon_o/\varepsilon_s)t_s$. The substrate bias must also be moderate, because $hV_b$ remains as a driving term.

The worked example uses round model parameters: relative permittivities 12 and 4, $t_s=10$ nm, $t_o=2$ nm, $t_b=100$ nm. Then

$$\lambda=\sqrt{3\times10\times2}\ \text{nm}=\sqrt{60}\ \text{nm}=7.75\ \text{nm}\;(7.75\times10^{-9}\ \text{m}).$$

Equation (10) gives 7.61 nm, which is 1.8% less than $\lambda$. In this capacitor picture the buried oxide is thick enough. Lateral fringing through it is a separate matter, treated at the end.

## Long channel and the depletion condition

Far from both contacts $\phi_s''=0$, and (1) gives

$$\phi_L=V-\frac{qN\lambda^2}{\varepsilon_s}=V-\frac{qNt_s}{C_o},\qquad C_o=\frac{\varepsilon_o}{t_o}. \tag{11}$$

The drop below $V$ is the depletion charge per area divided by the gate-oxide capacitance. In this limit (8) vanishes, so the parabola satisfies Poisson's equation at every depth.

From (4) and (11), $c_1=-g\,qN\lambda^2/\varepsilon_s=-qNt_s/\varepsilon_s$. By (5), the potential at the back is $\phi_s+c_1t_s+c_2t_s^2=\phi_s+\tfrac12c_1t_s$, so

$$\phi_{L,\text{back}}=\phi_L-\frac{qNt_s^2}{2\varepsilon_s}. \tag{12}$$

Full depletion requires this value to be many thermal voltages above zero, since the hole density is $N e^{-q\phi/k_BT}$.

Take $N=10^{18}$ cm$^{-3}$ and $V=0.5$ V. Then $qN/\varepsilon_s=0.001508$ V/nm², and

$$\phi_L=0.5-0.001508\times60=0.4095\ \text{V},\qquad \phi_{L,\text{back}}=0.4095-0.001508\times50=0.334\ \text{V}.$$

At 300 K the thermal voltage is 0.02585 V, so the hole density at the back is about $2\times10^{-6}N$. The film is depleted throughout.

## The barrier in a short channel

Let $u=\phi_s-\phi_L$. Subtracting the long-channel equation from (1) leaves $u''=u/\lambda^2$. The contacts fix $\phi_s(0)=V_{bi}$ and $\phi_s(L)=V_{bi}+V_{DS}$, so $u(0)=A$ and $u(L)=B$ with

$$A=V_{bi}-\phi_L,\qquad B=V_{bi}+V_{DS}-\phi_L. \tag{13}$$

Write $S=L/\lambda$ and $u=\alpha e^{x/\lambda}+\beta e^{-x/\lambda}$. The end conditions are $\alpha+\beta=A$ and $\alpha e^{S}+\beta e^{-S}=B$. Eliminating $\beta$, and then using $\beta=A-\alpha$,

$$\alpha=\frac{B-Ae^{-S}}{2\sinh S},\qquad \beta=\frac{Ae^{S}-B}{2\sinh S}. \tag{14}$$

Regrouping the terms in $A$ and $B$ gives

$$u(x)=\frac{A\sinh[(L-x)/\lambda]+B\sinh(x/\lambda)}{\sinh S}. \tag{15}$$

For $A,B>0$ this is positive, so $u''>0$ and there is at most one minimum. It lies inside the channel if $u'(0)<0$ and $u'(L)>0$. Differentiating (15), these conditions are

$$A\cosh S>B,\qquad B\cosh S>A. \tag{16}$$

At the minimum $\alpha e^{x/\lambda}=\beta e^{-x/\lambda}$, so

$$x_m=\frac\lambda2\ln\frac{Ae^{S}-B}{B-Ae^{-S}}. \tag{17}$$

Both exponentials then equal $\sqrt{\alpha\beta}$, and $u_m=2\sqrt{\alpha\beta}$. The product of the numerators in (14) is

$$(B-Ae^{-S})(Ae^{S}-B)=AB(e^{S}+e^{-S})-A^2-B^2,$$

which gives

$$u_m=\frac{\sqrt{2AB\cosh S-A^2-B^2}}{\sinh S}. \tag{18}$$

For $S\gg1$, both $\cosh S$ and $\sinh S$ tend to $e^S/2$, and

$$u_m\to2\sqrt{AB}\;e^{-L/2\lambda}. \tag{19}$$

The factor 2 in the exponent arises because the minimum lies near mid-channel, about $L/2$ from either contact. The drain voltage enters through $B$: raising it raises the potential minimum and so lowers the barrier for electrons. In the same limit (17) becomes $x_m\to L/2-(\lambda/2)\ln(B/A)$, a shift toward the source when $B>A$.

With $V_{bi}=1$ V and $V_{DS}=0.5$ V, $A=0.5905$ V and $B=1.0905$ V. For $L=40$ nm, $L/2\lambda=2.582$, and (19) gives

$$2\sqrt{0.5905\times1.0905}\;e^{-2.582}=1.605\times0.0756=0.121\ \text{V}.$$

| $L$ (nm) | $x_m$ (nm) | $u_m$ from (18) (V) | estimate (19) (V) |
|---|---|---|---|
| 20 | 7.2 | 0.403 | 0.441 |
| 30 | 12.5 | 0.226 | 0.231 |
| 40 | 17.6 | 0.121 | 0.121 |
| 60 | 27.6 | 0.033 | 0.033 |

At 20 nm the exponential estimate is 9% above the closed form. That row only compares the two formulas. Its surface minimum is $\phi_s=0.4095+0.403=0.813$ V, and by (27) below the parabola then puts the back of the film at 1.07 V. With each contact at a uniform potential over the film depth, the back potential starts at 1 V at the source, so its minimum along the channel cannot exceed 1 V. The parabola therefore fails at this length, and the model cannot be used to justify neglecting electrons there. Equations (17) and (18) were tested against a numerical solution of (1) at all four lengths.

## Why the choice of depth changes the length

Consider the departure from the long-channel solution. By (4) and (5) it is $u(x)p(y)$, with

$$p(y)=1+gy-\frac{gy^2}{2t_s},\qquad p''=-\frac g{t_s}. \tag{20}$$

The fixed charge has been subtracted, so the departure should obey Laplace's equation, $u''p+up''=0$. Imposed at depth $y$, this gives $u''=u/\lambda^2(y)$ with

$$\lambda^2(y)=-\frac{p}{p''}=\frac{t_s}{g}\,p(y)=\lambda^2+t_sy-\frac{y^2}{2}. \tag{21}$$

The top surface gives $\lambda^2$ and the back gives $\lambda^2+t_s^2/2$. Averaging Laplace's equation over the film replaces $p$ by its mean, which gives

$$\lambda^2_{\text{mean}}=\lambda^2+\frac{t_s^2}{2}-\frac{t_s^2}{6}=\lambda^2+\frac{t_s^2}{3}. \tag{22}$$

In the example the three lengths are 7.75 nm (top), 10.49 nm (back) and 9.66 nm (mean). The spread arises because the parabola has the same curvature at every depth while $p$ itself varies, so it cannot satisfy Laplace's equation throughout the film.

## Comparison with the separated solutions

Laplace's equation can be solved without the parabola. Try $e^{\pm kx}f(y)$, so that $f''=-k^2f$. Zero back field gives $f=\cos[k(t_s-y)]$. The top condition $f'(0)=gf(0)$ becomes

$$k\tan(kt_s)=g. \tag{23}$$

The smallest root gives the slowest decay, of length $1/k$. For $kt_s\ll1$, $\tan(kt_s)\approx kt_s(1+k^2t_s^2/3)$, so $1/k^2\approx(t_s/g)(1+k^2t_s^2/3)$. Replacing $k^2$ by $g/t_s$ in the small term gives $1/k^2\approx\lambda^2+t_s^2/3$. The averaged equation (22) therefore captures the first correction, which the surface equation misses. In the example (23) gives 9.79 nm, and the decay in a two-dimensional finite-difference solution of the film agrees within the tested 0.3%.

The gate oxide also carries lateral field. There $f\propto\sin[k(y+t_o)]$, which vanishes at the gate. Matching $\varepsilon f'/f$ at $y=0$ gives $\varepsilon_sk\tan(kt_s)=\varepsilon_ok\cot(kt_o)$, or

$$\tan(kt_s)\tan(kt_o)=\frac{\varepsilon_o}{\varepsilon_s}. \tag{24}$$

At the smallest root both arguments lie between 0 and $\pi/2$, where $\tan z>z$. Hence $k^2t_st_o<\varepsilon_o/\varepsilon_s$, and $1/k>\lambda$: the natural length underestimates this decay length. Expanding both tangents as before,

$$\frac1{k^2}\approx\lambda^2+\frac{t_s^2+t_o^2}{3}. \tag{25}$$

Relative to $\lambda^2$ the correction is

$$\frac{\varepsilon_o}{3\varepsilon_s}\left(\frac{t_s}{t_o}+\frac{t_o}{t_s}\right)\ge\frac{2\varepsilon_o}{3\varepsilon_s},$$

because a positive number plus its reciprocal is at least 2. To this order, no choice of thicknesses removes the correction; a small permittivity ratio does. For $\varepsilon_o/\varepsilon_s=0.003$, $t_s=10$ nm and $t_o=5$ nm, the computed excess of $1/k^2$ over $\lambda^2$ is 41.66 nm², against 41.67 nm² from (25). For the worked film, with ratio 1/3, (24) gives 9.83 nm, and $\lambda$ is 21% below it.

## What the two-dimensional film shows

The finite-difference solution keeps the local gate capacitor and the zero back field, and it holds each contact at a uniform potential over the full film depth. With $L=40$ nm, a film of $t_s=2$ nm and $t_o=10$ nm has the same product $t_st_o$ as the worked film. Its surface minimum lies 0.1216 V above $\phi_L$, against 0.1205 V from (18). This supports the reduction of the film to one dimension when $gt_s\ll1$. It does not test the local-capacitor assumption, which is poor for such a thick gate oxide.

For the worked film the two-dimensional rise is 0.133 V, so (18) is 9% too low against this idealized film, which still has zero back field; fringing through the buried oxide, treated below, is not included in that figure. This modest error does not mean that $\lambda$ is accurate. Replacing 7.75 nm by 9.79 nm in $e^{-L/2\lambda}$ multiplies that factor by 1.72. The slow mode, however, is weak at the surface. The vertical modes are orthogonal, so a contact potential uniform in depth excites the slow mode with a surface amplitude, relative to that potential, of

$$\cos(kt_s)\,\frac{\int_0^{t_s}\cos[k(t_s-y)]\,dy}{\int_0^{t_s}\cos^2[k(t_s-y)]\,dy}=\frac{\cos z\,\sin z/z}{\tfrac12+\sin(2z)/(4z)},\qquad z=kt_s. \tag{26}$$

With $z=10/9.793=1.02$ this is 0.61, and $1.72\times0.61\approx1.0$. At this channel length the two errors of the surface equation largely cancel. The first factor grows with $L$ and the second does not, so the cancellation is not general. The departure at the contacts is also larger at depth, by $qNt_s^2/2\varepsilon_s=0.075$ V at the back, which strengthens the slow mode further.

The back of the film deserves attention. From (4) and (5),

$$\phi_{\text{back}}-\phi_s=\tfrac12gt_s(\phi_s-V). \tag{27}$$

In the long channel $\phi_s<V$, and the back lies below the surface. At $L=40$ nm the model's minimum is $\phi_s=0.530$ V, above $V=0.5$ V, and the order reverses: (27) gives 0.555 V at the back. The two-dimensional minimum there is 0.588 V, against $0.4095+0.133=0.543$ V at the surface. At this channel length the lower barrier for electrons is thus at the back, where the gate has least control, and a surface criterion understates the leakage. In a sufficiently long channel the lower barrier is at the surface.

## Fringing through the buried oxide

A thick buried oxide makes the back field small in the capacitor picture, but it can itself carry lateral field. Take the complete stack with a grounded substrate, and a mode varying slowly across the upper layers. Starting from zero at the gate with oxide slope $F$, the mode reaches $Ft_o$ at the film. The slope in the film is $F\varepsilon_o/\varepsilon_s$ by displacement continuity, and it returns to about $F$ in the buried oxide. There the mode resembles a sine whose zero lies a distance $t_o+\varepsilon_ot_s/\varepsilon_s$ above the back interface. Requiring the next zero at the substrate gives

$$\frac1k\approx\frac{t_b+t_o+\varepsilon_ot_s/\varepsilon_s}{\pi}. \tag{28}$$

The example gives $105.3/\pi=33.5$ nm, against 33.6 nm from the full matching conditions. This is more than four times $\lambda$, and it grows with $t_b$. How strongly source and drain excite this mode depends on the potential along the sides of the buried oxide, which is not computed here. Equation (1) can therefore describe the film only when that excitation is weak; zero back field is an assumption that thickness alone does not secure. When source and drain rest on a thick buried oxide they hold the oxide beneath them above the channel potential, so fringing raises the channel potential further, most at the back. The excitation cannot be presumed weak for the worked device, and the minima quoted above for $L=40$ nm leave this effect out. The numerical output lists the main computed values; the remaining numbers follow from them by the arithmetic shown.

## Computed results

```
relative permittivity, film and oxide: 12, 4
film, gate oxide, buried oxide: 10, 2, 100 nm
acceptor density: 1.0e+18 cm^-3
V, V_bi, V_DS: 0.50, 1.00, 0.50 V
g: 0.16667 nm^-1;  h: 0.003333 nm^-1
lambda squared: 60.000 nm^2
natural length lambda (Poisson at top): 7.746 nm
length with buried-oxide capacitor: 7.610 nm
length, Poisson averaged over film: 9.661 nm
length, Poisson at back: 10.488 nm
film mode, local gate capacitor: 9.793 nm
same length from 2D solution: 9.796 nm
film mode, lateral field in gate oxide: 9.835 nm
lambda / that length: 0.788
small-ratio test, eps_o/eps_s: 0.003
small-ratio test, t_s and t_o: 10, 5 nm
small-ratio test, lambda squared: 16666.7 nm^2
excess of squared length, computed: 41.66 nm^2
excess of squared length, formula: 41.67 nm^2
slowest full-stack mode: 33.64 nm
estimate of slowest full-stack mode: 33.53 nm
q N/eps_s: 0.001508 V/nm^2
gate-oxide capacitance: 0.01771 F/m^2
depletion-charge drop q N t_s/C_ox: 0.0905 V
long-channel surface potential: 0.4095 V
long-channel back potential: 0.3341 V
thermal voltage at 300 K: 0.02585 V
hole density / N at back: 2.44e-06
A, B: 0.5905, 1.0905 V
L = 20 nm: x_min 7.20 nm, rise 0.4032 V, exponential estimate 0.4413 V
L = 30 nm: x_min 12.52 nm, rise 0.2258 V, exponential estimate 0.2314 V
L = 40 nm: x_min 17.60 nm, rise 0.1205 V, exponential estimate 0.1214 V
L = 60 nm: x_min 27.62 nm, rise 0.0334 V, exponential estimate 0.0334 V
2D tests below use L = 40 nm
thin test film, t_s and t_o: 2, 10 nm
thin film surface rise, 2D: 0.1216 V
surface rise, model: 0.1205 V
worked film surface rise, 2D: 0.1330 V
worked film minimum back potential, 2D: 0.5880 V
back potential at surface minimum, model: 0.5551 V
```
